\section*{Phonon-assisted free-exciton luminescence: line shape and peak at half kT}

\section{Result}

\paragraph{Theorem.} In an indirect semiconductor let free excitons recombine by emitting one photon of energy $h\nu$ and one phonon of energy $P$. Assume:

(A1) The excitons are in their lowest internal state, with energy $E_x+\varepsilon_{\mathbf K}$, where $\varepsilon_{\mathbf K}=\sum_i \hbar^2K_i^2/2M_i$ and $\mathbf K$ is measured from the band minimum $\mathbf k_0$.

(A2) They are in equilibrium at temperature $T$ and dilute, so the occupation is $f=z\,e^{-\varepsilon/kT}$ with $z\ll1$.

(A3) $P$ is the same for all thermally occupied $\mathbf K$.

(A4) The emission amplitude is nonzero at $\mathbf K=0$, and it and the photon factors are constant over the line.

Then, with $E=h\nu-(E_x-P)$, the number of photons per unit time and photon energy is
\begin{equation}
I(E)=I_{\rm tot}\,\frac{2}{\sqrt\pi\,(kT)^{3/2}}\,\sqrt{E}\;e^{-E/kT},\qquad E\ge0, \label{law}
\end{equation}
and zero for $E<0$. Its single maximum is at
\begin{equation}
E_{\rm peak}=\tfrac12kT. \label{peak}
\end{equation}

Here $T$ is the temperature of the exciton gas, which under strong excitation may exceed that of the lattice.

\section{Proof}

\paragraph{Lemma 1 (coupling).} Let the initial exciton $i$ and the final state $f$ (photon plus phonon) have nearly equal energy, taken as zero. Let them couple only through virtual states $j$ at energies $D_j$, with real matrix elements $a_j$ (to $i$) and $b_j$ (to $f$) small against $D_j$. To leading order the effective coupling is
\begin{equation}
M=-\sum_j\frac{a_jb_j}{D_j}. \label{M}
\end{equation}

Proof. At eigenvalue $w$ the amplitude of state $j$ obeys $w c_j=D_jc_j+a_jc_i+b_jc_f$. For $|w|\ll D_j$ this gives $c_j=-(a_jc_i+b_jc_f)/D_j$. Inserting it in the equation for $c_i$,
\begin{equation}
w c_i=\sum_ja_jc_j=-\sum_j\frac{a_j^2}{D_j}\,c_i-\sum_j\frac{a_jb_j}{D_j}\,c_f .
\end{equation}
The first term shifts the level; the coefficient of $c_f$ is $M$. $\square$

The phonon can scatter the electron to the zone centre or the hole to $\mathbf k_0$ before the vertical optical transition. These are different paths $j$, so their amplitudes add before squaring. At an avoided crossing the two levels are separated by $2|M|$. A test with $a=(0.020,0.015)$, $b=(0.010,-0.012)$ and $D=(2.2,3.0)$, in one arbitrary energy unit, gave an exact separation of $0.99975$ times $2|M|$, although the two paths partly cancel.

\paragraph{Momentum.} For photon wave vector $\boldsymbol\kappa$ and phonon wave vector $\mathbf q$, crystal momentum requires $\mathbf k_0+\mathbf K=\mathbf q+\boldsymbol\kappa$, up to a reciprocal lattice vector. For every $\mathbf K$ and $\boldsymbol\kappa$ there is one such $\mathbf q$ in the Brillouin zone, so momentum conservation bars no exciton from radiating. Spin can still leave some internal states dark; if the internal states are degenerate, this changes only the strength of the line. Without a phonon the condition would be $\mathbf k_0+\mathbf K=\boldsymbol\kappa$, which no exciton near an indirect minimum satisfies. In a direct material, $\mathbf k_0=0$, it would select $\mathbf K=\boldsymbol\kappa$, and the line would not display the thermal distribution.

\paragraph{Golden rule.} Let $G(h\nu)$ be the number of photon modes per unit energy. Summing over initial excitons,
\begin{equation}
I=\frac{2\pi}{\hbar}\,G\,|M|^2\sum_{\mathbf K}f(\varepsilon_{\mathbf K})\,
\delta\big(E_x+\varepsilon_{\mathbf K}-P-h\nu\big). \label{golden}
\end{equation}
The argument of the delta function is $\varepsilon_{\mathbf K}-E$: the photon's energy above threshold equals the exciton's kinetic energy. By (A2), $f$ can be taken out as $z\,e^{-E/kT}$.

\paragraph{Lemma 2 (state counting).} In a volume $V$, for each internal degeneracy,
\begin{equation}
\sum_{\mathbf K}\delta(E-\varepsilon_{\mathbf K})=\frac{V\sqrt{M_1M_2M_3}}{\sqrt2\,\pi^2\hbar^3}\,\sqrt E . \label{dos}
\end{equation}

Proof. Put $K_i=\sqrt{2M_i}\,s_i/\hbar$. Then $\varepsilon=s^2$ and $d^3K=2\sqrt2\sqrt{M_1M_2M_3}\,\hbar^{-3}d^3s$. In spherical coordinates $d^3s=4\pi s^2ds=2\pi\sqrt\varepsilon\,d\varepsilon$, because $ds=d\varepsilon/(2\sqrt\varepsilon)$. Multiplication by $V/(2\pi)^3$ gives \eqref{dos}. $\square$

Mass anisotropy therefore changes the prefactor and not the shape.

\paragraph{Normalization and peak.} Equations \eqref{golden} and \eqref{dos} give $I\propto\sqrt E\,e^{-E/kT}$. With $x=E/kT$,
\begin{equation}
\int_0^\infty\!\sqrt E\,e^{-E/kT}dE=(kT)^{3/2}\,\Gamma(\tfrac32)=\frac{\sqrt\pi}{2}(kT)^{3/2},
\end{equation}
which fixes the constant in \eqref{law}. Finally,
\begin{equation}
\frac{d\ln I}{dE}=\frac1{2E}-\frac1{kT}
\end{equation}
is positive for $E<kT/2$ and negative for $E>kT/2$, which proves \eqref{peak}. $\blacksquare$

The peak balances the growing number of states against their falling occupation. The mean offset is larger, $kT\,\Gamma(\frac52)/\Gamma(\frac32)=\frac32kT$, because of the long high-energy tail.

\paragraph{Corollary 1 (width).} At half maximum $\sqrt x\,e^{-x}=\frac12\sqrt{\frac12}\,e^{-1/2}$. Squaring gives $x e^{-2x}=1/(8e)$, and multiplying by $-2$ gives $(-2x)e^{-2x}=-1/(4e)$. Hence
\begin{equation}
x=-\tfrac12W\!\left(-\tfrac1{4e}\right),
\end{equation}
where $W$ is the Lambert function, defined by $We^W=y$. Its two real branches give $x=0.0509$ and $1.8463$, so the full width is $1.795\,kT$. The width thus measures $T$, and subtracting $kT/2$ from the peak gives the threshold.

\paragraph{Corollary 2 (forbidden line).} If the amplitude vanishes at the minimum and is linear in $\mathbf K$, then $|M|^2\propto(\mathbf c\cdot\mathbf K)^2$ for some vector $\mathbf c$. On the surface $\varepsilon=E$ every $K_i$ scales as $\sqrt E$, so the average of $|M|^2$ scales as $E$. The line becomes $E^{3/2}e^{-E/kT}$, with its peak at $\frac32kT$.

\section{Corrections to the assumptions}

\paragraph{Slowly varying factors.} Let a factor with constant logarithmic slope $s$ multiply the line. The peak condition is $1/(2E)-1/kT+s=0$, so
\begin{equation}
E_{\rm peak}=\frac{kT}{2(1-s\,kT)}\simeq\frac{kT}2+\frac{s\,(kT)^2}{2}. \label{smooth}
\end{equation}
The mode density gives $(h\nu)^2$ and the squared vector potential of one photon gives $(h\nu)^{-1}$. With constant refractive index and momentum matrix elements, the photon rate per energy therefore carries one power of $h\nu$. Power carries one more. Conversion to unit wavelength multiplies by $|d(h\nu)/d\lambda|=(h\nu)^2/hc$, making four powers in all. For $p$ powers, $s\simeq p/(E_x-P)$.

\paragraph{Phonon slope.} Let the phonon energy be $P+\hbar vK_l$ along one principal axis of mass $M_l$. Then $E=\varepsilon_{\mathbf K}-\hbar vK_l$. With $k'=K_l-M_lv/\hbar$, completing the square gives
\begin{equation}
E'\equiv E+\tfrac12M_lv^2=\frac{\hbar^2k'^2}{2M_l}+\text{(other axes)},\qquad
\varepsilon=E'+\tfrac12M_lv^2+\hbar vk'.
\end{equation}
At fixed $E'$, $\hbar k'=\sqrt{2M_lE'}\,c$ with $c$ uniform in $[-1,1]$. Averaging the Boltzmann factor over $c$,
\begin{equation}
I\propto\sqrt{E'}\,e^{-E'/kT}\,e^{-M_lv^2/2kT}\,\frac{\sinh a}{a},\qquad a=\frac{v\sqrt{2M_lE'}}{kT}. \label{slope}
\end{equation}
For small $a$, $\ln(\sinh a/a)\simeq a^2/6=M_lv^2E'/3(kT)^2$. By \eqref{smooth} this raises the peak by $M_lv^2/6$, while the threshold falls by $M_lv^2/2$. The net shift is $-M_lv^2/3$.

The allowed, forbidden and sloping-phonon laws were tested by an explicit sum over a $\mathbf K$ grid with masses $0.59$, $0.59$ and $1.32\,m_0$ and an exaggerated slope, $v\sqrt{m_0/kT}=0.5$. The fractions of emission below offsets of $0.5$, $1.5$ and $3\,kT$ agreed with the formulas to $1.9\times10^{-4}$ of the total.

\paragraph{Bose statistics.} With $f=1/(e^x/z-1)$, differentiating $\ln(\sqrt x f)$ gives
\begin{equation}
\frac1{2x}=\frac{e^x}{e^x-z}\quad\Rightarrow\quad x=\tfrac12\left(1-z e^{-x}\right)\simeq\tfrac12-\tfrac12z e^{-1/2}.
\end{equation}
For density $n$ and degeneracy $g$, integrating the dilute occupation over $\mathbf K$ gives $z=n\lambda_T^3/g$, with $\lambda_T=h/\sqrt{2\pi M_dkT}$ and $M_d=(M_1M_2M_3)^{1/3}$.

\paragraph{Phonon absorption.} Absorbing a phonon instead gives the same shape with threshold $E_x+P$. At equal coupling and equal photon factors its strength relative to emission is $N/(N+1)=e^{-P/kT}$, where $N=1/(e^{P/kT}-1)$ and $T$ is here the lattice temperature.

\section{Excited excitons and unbound pairs}

(A1) fails when $kT$ is comparable with the binding energy $R$. Take the relative motion as an isotropic Coulomb problem, with all internal states in equilibrium and emission proportional to the probability density at zero electron--hole distance. Then only $s$ states count. In units of $R$ and the exciton Bohr radius $a_B$, the radial function obeys $-u''-2u/r=wu$, and the contact density is proportional to $u'(0)^2$.

\paragraph{Bound states.} Multiplying $-u''+Uu=wu$ by $2u'$ and integrating gives $u'(0)^2=\int U'u^2dr=2\langle r^{-2}\rangle$ for $U=-2/r$. Adding $l(l+1)/r^2$ gives levels $-1/(n_r+l+1)^2$. Their derivative with respect to $l$ at $l=0$ is $\langle r^{-2}\rangle=2/n^3$. Thus $u'(0)^2=4/n^3$: level $n$ has relative weight $n^{-3}$ and onset $R(1-n^{-2})$ above the $1s$ threshold.

\paragraph{Continuum.} For $w=k^2$ the regular solution with $u'(0)=1$ is $u=re^{ikr}F(1-i/k,2,-2ikr)$, with $F$ the confluent hypergeometric function. Its large-$r$ form is a sine of amplitude $e^{-\pi/2k}/(k|\Gamma(1+i/k)|)$; without attraction the amplitude is $1/k$. At equal outer amplitude the contact density is therefore enhanced by
\begin{equation}
S=e^{\pi/k}\,|\Gamma(1+i/k)|^2=\frac{2\pi/k}{1-e^{-2\pi/k}},
\end{equation}
using $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$. The free density of states is $\sqrt\epsilon/(4\pi^2a_B^3R^{3/2})$ at relative energy $\epsilon=k^2R$. Multiplying by $S$ and dividing by the $1s$ contact density $1/(\pi a_B^3)$ gives $1/[2R(1-e^{-2\pi\sqrt{R/\epsilon}})]$. Each internal state contributes its own square root, so
\begin{align}
I(E)\propto e^{-E/kT}\Big[&\sum_n n^{-3}\sqrt{E-R(1-n^{-2})}\nonumber\\
&+\int_0^{E-R}\frac{\sqrt{E-R-\epsilon}\;d\epsilon}{2R\,(1-e^{-2\pi\sqrt{R/\epsilon}})}\Big], \label{full}
\end{align}
where terms below their onsets are absent. For $R=15$ meV at 77 and 300 K, the area under \eqref{full} was tested against a diagonalization of the radial problem in a box of radius $20a_B$ with step $0.01a_B$; they agreed within $0.2\%$.

Below $E=\frac34R$ only the $1s$ term is present. The maximum at $kT/2$ therefore survives, at least locally, while $kT<\frac32R$.

\section{The silicon line at 77 K}

Take rough values for silicon: $E_x=1.155$ eV, a transverse optical (TO) phonon with $P=58$ meV, and $R=15$ meV. This $E_x$ is the liquid-helium value, and the gap at 77 K is about 3 meV smaller. The absolute energies and wavelengths below are therefore illustrative; the offsets from threshold are the quantities to compare with a spectrum. The threshold is $1.155-0.058=1.0970$ eV, or $1130.2$ nm. With $kT=6.635$ meV the peak lies $6.635/2=3.318$ meV higher, at $1.1003$ eV or $1126.8$ nm. The width of the ideal line is $1.795\times6.635=11.9$ meV; neighbouring lines, finite resolution and excited excitons make the observed line somewhat wider. At an offset of 10 meV the intensity relative to the peak is
\begin{equation}
\sqrt{10/3.318}\;e^{\,1/2-10/6.635}=0.634 .
\end{equation}
A forbidden line would peak at an offset of $9.95$ meV, so the selection rule matters when a threshold is read from a peak.

The largest corrections found at 77 K come from structure close to the line. A longitudinal optical (LO) line of relative strength $0.15$, starting 2 meV above the TO threshold, moves the maximum by $+0.46$ meV. At the ideal peak it is only $1.318$ meV above its own onset, where its logarithmic slope, $1/(2\times1.318)-1/6.635=0.23$ per meV, is still positive. An exciton ground state split by $0.3$ meV into two levels of equal degeneracy and equal emission strength adds $+0.15$ meV, and a Gaussian resolution of 1 meV full width at half maximum adds $+0.055$ meV. Together the three give $+0.68$ meV, about a fifth of $kT/2$. A threshold read as peak minus $kT/2$ would be too high by that amount.

The smooth factors matter less than the LO line and the splitting. The photon factor shifts the rate per energy by $6.635^2/(2\times1097)=0.020$ meV, and the power per wavelength by $0.08$ meV, to $1126.7$ nm. For the path in which the phonon scatters the electron to a direct gap of about $3.4$ eV, the virtual energy is $D=3.400+0.058-1.155=2.303$ eV. For this path alone $|M|^2\propto(D-E)^{-2}$, so $s\simeq2/D$ and the shift is $0.019$ meV; a second path that largely cancels the first would make it larger. A phonon speed of 1000 m/s moves the peak by $-2.5\;\mu$eV. At a density of bound excitons $n=10^{15}$ cm$^{-3}$, not counting unbound pairs, with $g=48$ and $\lambda_T=9.67$ nm, $z=1.9\times10^{-5}$, and Bose statistics are negligible.

\paragraph{Comparison with real silicon.} The TO-assisted line is the strongest free-exciton line of pure silicon, and the parameters above are of typical size. The LO strength, the splitting and the scalar hole mass of $0.4\,m_0$ are the least certain. Strain, reabsorption and collisional broadening are left out. At room temperature (A1) fails. In the model \eqref{full}, with $R$ held at 15 meV, the $1s$ share of the emission falls from $0.947$ at 77 K to $0.619$ at 300 K. The peak stays at $3.318$ meV at 77 K, where the $n=2$ onset, $11.25$ meV, lies well above it. At 300 K, $kT/2=12.93$ meV has passed that onset, and the peak of the full spectrum is at $22.9$ meV, or $0.88\,kT$. Reading a room-temperature threshold with the half-$kT$ rule would then misplace it by about 10 meV, before the smooth photon factors are included; on a line this wide they add a few meV more. The phonon-absorption line, 116 meV higher, grows from $1.6\times10^{-4}$ to $0.106$ of the emission line at equal coupling and equal photon factors.

For such a silicon sample the half-$kT$ rule thus suits a dilute exciton gas near 77 K, with the LO line included if the threshold is wanted to better than about $0.7$ meV, a figure that depends on the assumed LO strength. On cooling, the thermal width shrinks in proportion to $T$; the LO offset and the ground-state splitting do not. A temperature read from the observed width as if it were $1.795\,kT$ therefore comes out too high, even before the thermal width has shrunk to the instrumental resolution. The fractional excess does not change steadily with $T$. The widening by excited excitons disappears first on cooling from 77 K, and with fine resolution the weak LO line drops out of the width once the upper half-maximum point falls below its onset. A separate LO peak needs the TO maximum to lie below the LO onset, $kT/2<2$ meV or $T<46$ K, and a resolution fine enough to show it. At low temperature real samples also show impurity-bound excitons and, at higher density, electron--hole droplets, which the model omits. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough silicon values)
temperature, warm case: 77, 300 K
exciton gap: 1.155 eV; TO phonon: 58 meV
exciton binding: 15 meV; direct gap: 3.4 eV
electron masses l, t; hole: 0.92, 0.19; 0.4 m0
LO onset above TO: 2.0 meV; LO relative strength: 0.15
ground-state splitting: 0.3 meV; resolution FWHM: 1.0 meV
phonon speed: 1000 m/s; refractive index: 3.5
exciton density: 1e+15 cm^-3; degeneracy: 48
IDEAL LINE AT 77 K
kT: 6.635 meV
threshold: 1.0970 eV = 1130.21 nm
peak above threshold: 3.318 meV
peak: 1.1003 eV = 1126.80 nm
half-maximum offsets: 0.338 and 12.251 meV
half-maximum offsets / kT: 0.0509 and 1.8463
FWHM: 11.91 meV = 1.7954 kT
mean kinetic energy from K sum: 1.5000 kT = 9.95 meV
intensity / peak at offset 1 meV: 0.779
intensity / peak at offset 10 meV: 0.634
intensity / peak at offset 20 meV: 0.199
forbidden-line peak offset: 9.953 meV
CHECK QUALITY
two-path coupling, exact gap / formula: 0.999751
largest cumulative error of K sum: 1.9e-04
PEAK SHIFTS AT 77 K
LO line: +0.456 meV
split ground state: +0.153 meV
finite resolution: +0.055 meV
these three together: +0.675 meV
photon factor, rate per energy: +0.0201 meV
power per wavelength: +0.0820 meV, peak 1126.72 nm
virtual-state denominator: 2.303 eV, shift +0.0193 meV
phonon slope: -2.50 micro-eV
Bose fugacity: 1.88e-05; shift -0.0379 micro-eV
OTHER SIZES
total masses l, t, density-of-states: 1.32, 0.59, 0.772 m0
thermal wavelength: 9.67 nm
kinetic energy at photon wave vector: 18.8 micro-eV
n=2 onset above threshold: 11.25 meV
1s share of emission at 77 K, 300 K: 0.947, 0.619
full-spectrum peak offset at 77 K: 3.318 meV
300 K: kT 25.85 meV, kT/2 12.93 meV
full-spectrum peak offset at 300 K: 22.86 meV
full-spectrum peak offset / kT at 300 K: 0.884
phonon absorption / emission at 77 K: 1.60e-04
phonon absorption / emission at 300 K: 0.106
\end{verbatim}
